# Why C3 labels at K in MoS2 depend on the rotation centre: test program

```python
"""
Result under test: for a Bloch state at K of an MoS2-type layer, the eigenvalues
of the 120-degree rotation about two threefold centres c and c' obey
    lambda(c') = lambda(c) * exp(-i K.L),   L = (1 - R)(c' - c),
so the label j in lambda = exp(-2 pi i j/3) differs between the metal, chalcogen
and hollow axes, while label differences between bands do not.
Symbols: R rotation by +120 degrees about z; (P f)(r) = f(c + R^-1 (r - c));
a1, a2 lattice vectors; energies in eV, lengths in angstrom.
The tight-binding parameters are round chosen values, not a fit to a material.
"""
import numpy as np

# ---------- geometry ----------
a, height = 3.2, 1.6
a1 = np.array([a, 0.0, 0.0])
a2 = np.array([a / 2, a * np.sqrt(3) / 2, 0.0])
zhat = np.array([0.0, 0.0, 1.0])
centres = {"metal": 0 * a1, "chalcogen": (a1 + a2) / 3,
           "hollow": 2 * (a1 + a2) / 3}
atoms = [centres["metal"], centres["chalcogen"] + height * zhat,
         centres["chalcogen"] - height * zhat]
K = np.array([4 * np.pi / (3 * a), 0.0, 0.0])
cosine, sine = -0.5, np.sqrt(3) / 2
R = np.array([[cosine, -sine, 0], [sine, cosine, 0], [0, 0, 1.0]])

# ---------- orbitals: p as unit vectors, d as traceless symmetric tensors ----------
def symmetric(i, j):
    q = np.zeros((3, 3))
    q[i, j] = q[j, i] = 1 / np.sqrt(2)
    return q

d_tensors = [np.diag([-1, -1, 2]) / np.sqrt(6), np.diag([1, -1, 0]) / np.sqrt(2),
             symmetric(0, 1), symmetric(0, 2), symmetric(1, 2)]
p_vectors = list(np.eye(3))
shells = [d_tensors, p_vectors, p_vectors]
slices = [slice(0, 5), slice(5, 8), slice(8, 11)]

# ---------- two-centre Hamiltonian ----------
E_d, E_p = 0.0, -3.0
pd_sigma, pd_pi = 3.0, -1.0
dd_sigma, dd_pi, dd_delta = -0.4, 0.1, 0.1
pp_sigma, pp_pi = 0.8, -0.2

def pd_integral(e, q, n):
    """n is the unit vector from the p atom to the d atom."""
    en, nqn = e @ n, n @ q @ n
    return (pd_sigma * np.sqrt(1.5) * en * nqn
            + pd_pi * np.sqrt(2) * (e @ q @ n - en * nqn))

def integral(x, y, n):
    """n is the unit vector from the atom of x to the atom of y."""
    if x.ndim == 1 and y.ndim == 1:
        s = (x @ n) * (y @ n)
        return pp_sigma * s + pp_pi * (x @ y - s)
    if x.ndim == 1:
        return pd_integral(x, y, n)
    if y.ndim == 1:
        return pd_integral(y, x, -n)
    axial = (n @ x @ n) * (n @ y @ n)
    s, p = 1.5 * axial, 2 * (n @ x @ y @ n - axial)
    return dd_sigma * s + dd_pi * p + dd_delta * (np.trace(x @ y) - s - p)

bonds = []
for i in range(3):
    for j in range(3):
        for n1 in range(-2, 3):
            for n2 in range(-2, 3):
                bond = atoms[j] + n1 * a1 + n2 * a2 - atoms[i]
                length = np.linalg.norm(bond)
                if 0.1 < length < 3.3:
                    block = np.array([[integral(x, y, bond / length)
                                       for y in shells[j]] for x in shells[i]])
                    bonds.append((slices[i], slices[j], bond, block))

def hamiltonian(k):
    h = np.diag([E_d] * 5 + [E_p] * 6).astype(complex)
    for si, sj, bond, block in bonds:
        h[si, sj] += block * np.exp(1j * k @ bond)
    return h

def velocity(k, direction):
    """Derivative of H along a possibly complex direction in k space."""
    v = np.zeros((11, 11), complex)
    for si, sj, bond, block in bonds:
        v[si, sj] += 1j * (direction @ bond) * block * np.exp(1j * k @ bond)
    return v

# ---------- real-space Bloch functions and symmetry operations ----------
exponent = 0.5  # Gaussian envelope, 1/angstrom^2
cells = [n1 * a1 + n2 * a2 for n1 in range(-8, 9) for n2 in range(-8, 9)]

def bloch_sums(k, points):
    out = np.zeros((len(points), 11), complex)
    for atom, shell, sl in zip(atoms, shells, slices):
        for cell in cells:
            site = atom + cell
            x = points - site
            radial = np.exp(-exponent * np.sum(x * x, axis=1)
                            + 1j * (k @ site))
            for column, orb in zip(range(sl.start, sl.stop), shell):
                if orb.ndim == 1:
                    angular = x @ orb
                else:
                    angular = np.einsum("ni,ij,nj->n", x, orb, x)
                out[:, column] += radial * angular
    return out

def moved(points, op, centre):
    """Points c + op^-1 (r - c) for an orthogonal matrix op."""
    return centre + (points - centre) @ op

rng = np.random.default_rng(7)
points = rng.uniform(-1.8, 1.8, size=(40, 3))

def symmetry_eigenvalues(k, vectors, op, centre):
    before = bloch_sums(k, points) @ vectors
    after = bloch_sums(k, moved(points, op, centre)) @ vectors
    lam = np.sum(before.conj() * after, axis=0) / np.sum(abs(before)**2, axis=0)
    assert np.max(abs(after - before * lam)) < 1e-8  # truly eigenfunctions
    return lam

def wrap(j):
    return (j + 1) % 3 - 1

def labels_from(lam):
    raw = -np.angle(lam) * 3 / (2 * np.pi)
    assert np.max(abs(raw - np.rint(raw))) < 1e-7
    return wrap(np.rint(raw).astype(int))

# ---------- number of inequivalent threefold centres ----------
lattice = np.array([a1[:2], a2[:2]]).T
one_minus_R = np.eye(2) - R[:2, :2]
classes = set()
for n1 in range(-4, 5):
    for n2 in range(-4, 5):
        centre = np.linalg.solve(one_minus_R, lattice @ np.array([n1, n2]))
        thirds = 3 * np.linalg.solve(lattice, centre)
        assert np.max(abs(thirds - np.rint(thirds))) < 1e-9
        classes.add(tuple(int(t) % 3 for t in np.rint(thirds)))
assert len(classes) == 3

# ---------- phase law at both valleys, all bands ----------
labels, phases = {}, {}
for valley, k in (("K", K), ("-K", -K)):
    energies, vectors = np.linalg.eigh(hamiltonian(k))
    lam = {name: symmetry_eigenvalues(k, vectors, R, c)
           for name, c in centres.items()}
    for name, c in centres.items():
        L = c - R @ c  # the metal axis passes through the origin
        predicted = np.exp(-1j * k @ L)
        assert np.max(abs(lam[name] / lam["metal"] - predicted)) < 1e-8
        labels[valley, name] = labels_from(lam[name])
        phases[valley, name] = predicted
    shifted = symmetry_eigenvalues(k, vectors, R, a1)
    assert np.max(abs(shifted - lam["metal"])) < 1e-8
for name in centres:
    assert np.array_equal(labels["-K", name], wrap(-labels["K", name]))
jm, js, jh = (labels["K", name] for name in centres)
assert all(len({x, y, z}) == 3 for x, y, z in zip(jm, js, jh))

energies, vectors = np.linalg.eigh(hamiltonian(K))
mirror_h = np.diag([1.0, 1.0, -1.0])
parity = symmetry_eigenvalues(K, vectors, mirror_h, 0 * a1).real
assert np.max(abs(abs(parity) - 1)) < 1e-8

# ---------- site labels equal local angular momenta modulo 3 ----------
s2 = np.sqrt(2)
d_amp = {0: vectors[0], 2: (vectors[1] - 1j * vectors[2]) / s2,
         -2: (vectors[1] + 1j * vectors[2]) / s2,
         1: (vectors[3] - 1j * vectors[4]) / s2,
         -1: (vectors[3] + 1j * vectors[4]) / s2}
p_weight = {m: np.zeros(11) for m in (-1, 0, 1)}
for start in (5, 8):
    px, py, pz = vectors[start:start + 3]
    p_weight[0] += abs(pz)**2
    p_weight[1] += abs((px - 1j * py) / s2)**2
    p_weight[-1] += abs((px + 1j * py) / s2)**2
for band in range(11):
    for m, amplitude in d_amp.items():
        if (m - jm[band]) % 3:
            assert abs(amplitude[band])**2 < 1e-16
    for m, weight in p_weight.items():
        if (m - js[band]) % 3:
            assert weight[band] < 1e-16

# ---------- wave functions vanish on an axis unless its label is zero ----------
axis_density = {}
for name, c in centres.items():
    value = (bloch_sums(K, np.array([c + 1.0 * zhat])) @ vectors)[0]
    axis_density[name] = abs(value)**2
    assert np.all(axis_density[name][labels["K", name] != 0] < 1e-16)
v, c = 6, 7  # highest filled and lowest empty band at K: 14 electrons
assert axis_density["hollow"][v] > 1e-3

# ---------- circular selection rule ----------
plus, minus = np.array([1, 1j, 0]), np.array([1, -1j, 0])
step = 1e-5
xhat = np.array([1.0, 0, 0])
numeric = (hamiltonian(K + step * xhat) - hamiltonian(K - step * xhat)) / (2 * step)
assert np.max(abs(numeric - velocity(K, xhat))) < 1e-6
v_plus = vectors.conj().T @ velocity(K, plus) @ vectors
v_minus = vectors.conj().T @ velocity(K, minus) @ vectors
for j in (jm, js, jh):
    change = (j[:, None] - j[None, :]) % 3
    assert np.max(abs(v_plus[change != 1])) < 1e-8
    assert np.max(abs(v_minus[change != 2])) < 1e-8
assert abs(v_plus[c, v]) > 0.1

# ---------- limits of the claim: Gamma and M ----------
gamma = np.zeros(3)
reference = bloch_sums(gamma, moved(points, R, centres["metal"]))
for centre in centres.values():
    assert np.max(abs(bloch_sums(gamma, moved(points, R, centre))
                      - reference)) < 1e-8
reciprocal = 2 * np.pi * np.linalg.inv(lattice)
M = np.append((reciprocal[0] + reciprocal[1]) / 2, 0.0)
normal = (a1 - a2) / a
mirror_v = np.eye(3) - 2 * np.outer(normal, normal)
line_1 = bloch_sums(M, moved(points, mirror_v, 0 * a1))
line_2 = bloch_sums(M, moved(points, mirror_v, (a1 - a2) / 2))
assert np.max(abs(line_1 - line_2)) < 1e-8

# ---------- band edges on a mesh containing K ----------
mesh = []
for n1 in range(12):
    for n2 in range(12):
        k = np.append((n1 * reciprocal[0] + n2 * reciprocal[1]) / 12, 0.0)
        mesh.append(np.linalg.eigvalsh(hamiltonian(k)))
mesh = np.array(mesh)

# ---------- output ----------
print(f"lattice constant {a:.1f} angstrom, chalcogen height {height:.1f} angstrom")
print(f"on-site energies: d {E_d:.1f} eV, p {E_p:.1f} eV")
print(f"pd sigma, pi: {pd_sigma:.1f}, {pd_pi:.1f} eV")
print(f"dd sigma, pi, delta: {dd_sigma:.1f}, {dd_pi:.1f}, {dd_delta:.1f} eV")
print(f"pp sigma, pi: {pp_sigma:.1f}, {pp_pi:.1f} eV")
print(f"Gaussian envelope exponent {exponent:.1f} 1/angstrom^2")
print(f"K = ({K[0]:.4f}, 0) 1/angstrom")
print(f"inequivalent threefold centres per cell: {len(classes)}")
for name in ("chalcogen", "hollow"):
    f = phases["K", name]
    print(f"lambda({name})/lambda(metal) at K: {f.real:+.4f} {f.imag:+.4f} i")
print("bands at K: number, energy (eV), z-mirror parity, j metal, chalcogen, hollow")
for b in range(11):
    print(f"{b + 1:3d} {energies[b]:9.4f} {int(np.rint(parity[b])):+3d}"
          f" {jm[b]:+3d} {js[b]:+3d} {jh[b]:+3d}")
print(f"gap at K between bands 7 and 8: {energies[c] - energies[v]:.4f} eV")
print(f"12x12 mesh: top of band 7 {mesh[:, v].max():.4f} eV, "
      f"bottom of band 8 {mesh[:, c].min():.4f} eV")
for b in (v, c):
    print(f"band {b + 1} metal d weights m=-2,-1,0,1,2: "
          + " ".join(f"{abs(d_amp[m][b])**2:.4f}" for m in (-2, -1, 0, 1, 2)))
    print(f"band {b + 1} chalcogen p weights m=-1,0,1: "
          + " ".join(f"{p_weight[m][b]:.4f}" for m in (-1, 0, 1)))
    print(f"band {b + 1} density 1 angstrom above plane (arb. units), "
          "metal, chalcogen, hollow axis: "
          + " ".join(f"{axis_density[name][b]:.4f}" for name in centres))
print("label change band 7 to 8, modulo 3, metal, chalcogen, hollow: "
      + " ".join(str((j[c] - j[v]) % 3) for j in (jm, js, jh)))
print(f"|<8|dH/dkx + i dH/dky|7>| = {abs(v_plus[c, v]):.4f} eV angstrom")
print(f"|<8|dH/dkx - i dH/dky|7>| = {abs(v_minus[c, v]):.4f} eV angstrom")
print("verified")
```

Running it gives:

```
lattice constant 3.2 angstrom, chalcogen height 1.6 angstrom
on-site energies: d 0.0 eV, p -3.0 eV
pd sigma, pi: 3.0, -1.0 eV
dd sigma, pi, delta: -0.4, 0.1, 0.1 eV
pp sigma, pi: 0.8, -0.2 eV
Gaussian envelope exponent 0.5 1/angstrom^2
K = (1.3090, 0) 1/angstrom
inequivalent threefold centres per cell: 3
lambda(chalcogen)/lambda(metal) at K: -0.5000 +0.8660 i
lambda(hollow)/lambda(metal) at K: -0.5000 -0.8660 i
bands at K: number, energy (eV), z-mirror parity, j metal, chalcogen, hollow
  1   -7.9582  -1  -1  +1  +0
  2   -5.8622  +1  +1  +0  -1
  3   -5.7207  -1  +1  +0  -1
  4   -5.3901  +1  +0  -1  +1
  5   -4.1019  +1  -1  +1  +0
  6   -3.7000  -1  +0  -1  +1
  7    0.2644  +1  -1  +1  +0
  8    1.3651  +1  +0  -1  +1
  9    2.9247  +1  +1  +0  -1
 10    3.8207  -1  +1  +0  -1
 11    3.9582  -1  -1  +1  +0
gap at K between bands 7 and 8: 1.1008 eV
12x12 mesh: top of band 7 0.7900 eV, bottom of band 8 1.3512 eV
band 7 metal d weights m=-2,-1,0,1,2: 0.0000 0.0000 0.0000 0.0000 0.9996
band 7 chalcogen p weights m=-1,0,1: 0.0000 0.0000 0.0004
band 7 density 1 angstrom above plane (arb. units), metal, chalcogen, hollow axis: 0.0000 0.0000 0.3223
band 8 metal d weights m=-2,-1,0,1,2: 0.0000 0.0000 0.8090 0.0000 0.0000
band 8 chalcogen p weights m=-1,0,1: 0.1910 0.0000 0.0000
band 8 density 1 angstrom above plane (arb. units), metal, chalcogen, hollow axis: 0.4450 0.0000 0.0000
label change band 7 to 8, modulo 3, metal, chalcogen, hollow: 1 1 1
|<8|dH/dkx + i dH/dky|7>| = 4.9345 eV angstrom
|<8|dH/dkx - i dH/dky|7>| = 0.0000 eV angstrom
verified
```
